# Dipole correction for asymmetric slabs: potential, energy and forces: test program

```python
"""Dipole correction for a neutral asymmetric slab in a periodic cell.

Result under test (Gaussian atomic units, potential of a positive charge):
a slab with dipole per area m in a cell of length L and area A feels a
spurious field 4 pi m/L.  It is removed by the potential 4 pi m z/L, whose
jump lies in vacuum.  The energy to add is 2 pi A m^2/L (with the half),
while electrons and ions feel the full potential.

Model: two rigid Gaussian sheets of positive charge with attractive wells,
and two electrons in one laterally uniform orbital (Hartree mean field).
P = A m is the dipole per cell; alpha is the polarizability per cell.
"""
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from scipy.special import erfc

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
AREA = 40.0
N_EL = 2.0
CHARGE = np.array([1.0, 1.0])
SIGMA = 0.8
DEPTH = np.array([0.9, 0.5])
WIDTH = 1.0
CENTERS = np.array([-1.2, 1.2])
STEP = 0.2


def sheets(z, centers):
    """Ionic charge per volume and well potential of each sheet."""
    x = z[None, :] - centers[:, None]
    gauss = np.exp(-x**2 / (2 * SIGMA**2)) / (SIGMA * np.sqrt(2 * np.pi))
    ions = CHARGE[:, None] * gauss / AREA
    wells = -DEPTH[:, None] * np.exp(-x**2 / (2 * WIDTH**2))
    return ions, wells, x


def open_potential(z, rho):
    """Integrate Poisson's equation with zero field outside the slab."""
    h = z[1] - z[0]
    m = h * np.sum(z * rho)
    twice = CubicSpline(z, rho).antiderivative(2)
    return -4 * np.pi * twice(z) - 2 * np.pi * m


def iterate(z, kinetic, centers, potential):
    """Self-consistent orbital for a given map from charge to potential."""
    h = z[1] - z[0]
    ions, wells, _ = sheets(z, centers)
    ion, well = ions.sum(axis=0), wells.sum(axis=0)
    n = ion.copy()
    for _ in range(600):
        ham = kinetic + np.diag(well - potential(ion - n))
        eps, vec = eigh(ham, subset_by_index=[0, 0])
        new = N_EL * vec[:, 0]**2 / (h * AREA)
        change = np.max(np.abs(new - n))
        if change < 1e-11:
            break
        n = n + 0.25 * (new - n)
    assert change < 1e-11, "self-consistency not reached"
    psi = vec[:, 0]
    one_body = N_EL * (psi @ kinetic @ psi + np.sum(well * psi**2))
    return new, eps[0], one_body, ion


def solve_cell(length, centers=CENTERS, share=1.0):
    """Periodic cell; share is the fraction of the dipole potential used."""
    count = int(round(length / STEP))
    h = length / count
    z = -length / 2 + h * np.arange(count)
    k = 2 * np.pi * np.fft.fftfreq(count, h)
    plane = np.fft.fft(np.eye(count), axis=0)
    kinetic = np.fft.ifft(0.5 * k[:, None]**2 * plane, axis=0).real
    kinetic = 0.5 * (kinetic + kinetic.T)

    def periodic(rho):
        coeff = np.fft.fft(rho)
        coeff[0] = 0.0
        coeff[1:] *= 4 * np.pi / k[1:]**2
        return np.fft.ifft(coeff).real

    def ramp(rho):
        return 4 * np.pi * h * np.sum(z * rho) * z / length

    n, eps, one_body, ion = iterate(
        z, kinetic, centers, lambda r: periodic(r) + share * ramp(r))
    rho = ion - n
    phi = periodic(rho)
    total = phi + share * ramp(rho)
    m = h * np.sum(z * rho)
    e_per = one_body + 0.5 * AREA * h * np.sum(rho * phi)
    e_dip = 0.5 * AREA * h * np.sum(rho * ramp(rho))
    ions, wells, x = sheets(z, centers)
    force = -AREA * h * np.sum(
        x / SIGMA**2 * ions * total + n * wells * x / WIDTH**2, axis=1)
    return dict(z=z, h=h, n=n, ion=ion, rho=rho, phi=phi, total=total,
                m=m, eps=eps, e_per=e_per, e_dip=e_dip,
                energy=e_per + e_dip, force=force)


def solve_open(field=0.0):
    """Isolated slab on an open grid, optionally in a uniform field."""
    h = 0.1
    z = h * np.arange(-160, 161)
    diff = np.arange(z.size)[:, None] - np.arange(z.size)[None, :]
    safe = np.where(diff == 0, 1, diff)
    kinetic = np.where(diff == 0, np.pi**2 / 6,
                       (1.0 - 2.0 * (diff % 2)) / safe**2) / h**2
    n, eps, one_body, ion = iterate(
        z, kinetic, CENTERS, lambda r: open_potential(z, r) - field * z)
    rho = ion - n
    phi = open_potential(z, rho)
    energy = one_body + 0.5 * AREA * h * np.sum(rho * phi)
    return energy, AREA * h * np.sum(z * rho), eps


# Isolated reference and its polarizability
e_open, p_open, eps_open = solve_open()
probe = 5e-4
alpha = (solve_open(probe)[1] - solve_open(-probe)[1]) / (2 * probe)

# Periodic cells with and without the correction
lengths = [20.0, 30.0, 40.0]
fixed = {L: solve_cell(L) for L in lengths}
plain = {L: solve_cell(L, share=0.0) for L in lengths}
for L in lengths:
    assert abs(fixed[L]["energy"] - e_open) < 2e-6
    assert abs(AREA * fixed[L]["m"] - p_open) < 2e-5

L0 = 30.0
s = fixed[L0]
z, h, m = s["z"], s["h"], s["m"]

# Field and potential of the periodic solution at the same charge density
i1, i2 = np.argmin(abs(z - 11)), np.argmin(abs(z - 13))
j1, j2 = np.argmin(abs(z + 11)), np.argmin(abs(z + 13))
field_right = -(s["phi"][i2] - s["phi"][i1]) / (z[i2] - z[i1])
field_left = -(s["phi"][j2] - s["phi"][j1]) / (z[j2] - z[j1])
spurious = 4 * np.pi * m / L0
assert abs(field_right - spurious) < 1e-6
assert abs(field_left - spurious) < 1e-6
second = h * np.sum(z**2 * s["rho"])
expected = (open_potential(z, s["rho"]) - spurious * z
            + 2 * np.pi * second / L0)
assert np.max(np.abs(s["phi"] - expected)) < 2e-5

# Vacuum step and work functions from the corrected potential
jump = s["total"][i2] - s["total"][j2]
assert abs(jump - 4 * np.pi * m) < 2e-6
assert abs(s["total"][i2] - s["total"][i1]) < 2e-6
work_left = -s["total"][j2] - s["eps"]
work_right = -s["total"][i2] - s["eps"]
assert min(work_left, work_right) > 0
edge_density = s["n"][0]
assert edge_density < 1e-7

# Energy is independent of the slab position while the jump is in vacuum
moved = solve_cell(L0, CENTERS + 1.3)
assert abs(moved["energy"] - s["energy"]) < 1e-6

# Band-sum expression against the directly evaluated energy
m_ion = h * np.sum(z * s["ion"])
m_el = h * np.sum(z * s["n"])
band = (N_EL * s["eps"]
        + 0.5 * AREA * h * np.sum((s["ion"] + s["n"]) * s["phi"])
        + 2 * np.pi * AREA * m * (m_ion + m_el) / L0)
assert abs(band - s["energy"]) < 1e-8

# Forces against slopes of self-consistent energies (right sheet moved)
delta = 0.003
shift = np.array([0.0, delta])
up, down = solve_cell(L0, CENTERS + shift), solve_cell(L0, CENTERS - shift)


def slope(a, b, factor):
    """Minus the energy slope; factor multiplies the proper dipole energy."""
    ea = a["e_per"] + factor * a["e_dip"]
    eb = b["e_per"] + factor * b["e_dip"]
    return -(ea - eb) / (2 * delta)


slope_good = slope(up, down, 1.0)
slope_double = slope(up, down, 2.0)
assert abs(slope_good - s["force"][1]) < 5e-6
assert abs(slope_double - s["force"][1]) > 1e-4
assert abs(s["force"].sum()) < 1e-6
half = solve_cell(L0, share=0.5)
half_up = solve_cell(L0, CENTERS + shift, 0.5)
half_down = solve_cell(L0, CENTERS - shift, 0.5)
slope_half = slope(half_up, half_down, 1.0)
assert abs(slope_half - half["force"][1]) > 1e-4
half_excess = half["energy"] - s["energy"]
assert half_excess > 1e-6

# Uncorrected cells: linear response prediction, whose neglected
# hyperpolarizability terms set the tolerances at the longest cell
rows = []
for L in lengths:
    c = 4 * np.pi / (AREA * L)
    p_pred = p_open / (1 - c * alpha)
    e_pred = -c * p_open**2 / (2 * (1 - c * alpha))
    rows.append((L, plain[L]["e_per"] - e_open, e_pred,
                 AREA * plain[L]["m"], p_pred,
                 fixed[L]["energy"] - e_open))
last = rows[-1]
assert abs(last[1] / last[2] - 1) < 0.01
assert abs((last[3] - p_open) / (last[4] - p_open) - 1) < 0.10

# Point-charge double layer: two square lattices of charge +q and -q
SIDE, GAP, Q = 6.0, 2.5, 1.0
OFFSET = np.array([0.3 * SIDE, 0.1 * SIDE])


def ewald(length):
    """Energy per cell of the three-dimensional periodic point charges."""
    pos = np.array([[0, 0, GAP / 2], [*OFFSET, -GAP / 2]])
    q = np.array([Q, -Q])
    kappa, vol = 0.6, SIDE**2 * length
    r = np.arange(-4, 5)
    cells = np.array(np.meshgrid(r, r, r)).reshape(3, -1).T
    cells = cells * np.array([SIDE, SIDE, length])
    lat = np.arange(-9, 10)
    top = int(np.ceil(8 * length / (2 * np.pi)))
    g = np.array(np.meshgrid(lat, lat, np.arange(-top, top + 1)))
    g = g.reshape(3, -1).T * 2 * np.pi / np.array([SIDE, SIDE, length])
    g2 = np.sum(g**2, axis=1)
    g, g2 = g[g2 > 1e-12], g2[g2 > 1e-12]
    energy = -kappa / np.sqrt(np.pi) * np.sum(q**2)
    for i in range(2):
        for j in range(2):
            d = pos[i] - pos[j]
            dist = np.linalg.norm(cells + d, axis=1)
            dist = dist[dist > 1e-9]
            near = np.sum(erfc(kappa * dist) / dist)
            far = np.sum(np.exp(-g2 / (4 * kappa**2)) / g2 * np.cos(g @ d))
            energy += 0.5 * q[i] * q[j] * (near + 4 * np.pi / vol * far)
    return energy


def lateral(distance, offset):
    """Interaction of two unit-charge lattices without the plane average."""
    r = np.arange(-20, 21)
    g = np.array(np.meshgrid(r, r)).reshape(2, -1).T * 2 * np.pi / SIDE
    size = np.linalg.norm(g, axis=1)
    g, size = g[size > 0], size[size > 0]
    terms = np.exp(-size * distance) / size * np.cos(g @ offset)
    return 2 * np.pi / SIDE**2 * np.sum(terms)


root = mp.mpf(1) / 2
beta = (mp.zeta(root, mp.mpf(1) / 4) - mp.zeta(root, mp.mpf(3) / 4)) / 2
madelung = float(4 * mp.zeta(root) * beta)
layer_open = Q**2 * (madelung / SIDE + 2 * np.pi * GAP / SIDE**2
                     - lateral(GAP, OFFSET))
layer_rows = []
for length in (9.0, 12.0, 18.0):
    raw = ewald(length)
    corrected = raw + 2 * np.pi * (Q * GAP)**2 / (SIDE**2 * length)
    image = sum(Q**2 * (2 * lateral(i * length, np.zeros(2))
                        - lateral(i * length + GAP, OFFSET)
                        - lateral(i * length - GAP, OFFSET))
                for i in range(1, 7))
    assert abs(corrected - layer_open - image) < 1e-9
    layer_rows.append((length, raw - layer_open,
                       corrected - layer_open, image))
assert abs(layer_rows[-1][2]) < 1e-3 * abs(layer_rows[-1][1])

print(f"cell area {AREA:.1f} bohr^2; electrons per cell {N_EL:.0f}")
print(f"sheet charges {CHARGE[0]:.1f}, {CHARGE[1]:.1f} e")
print(f"sheet positions {CENTERS[0]:.1f}, {CENTERS[1]:.1f} bohr")
print(f"charge width {SIGMA:.1f} bohr; well width {WIDTH:.1f} bohr")
print(f"well depths {DEPTH[0]:.1f}, {DEPTH[1]:.1f} hartree")
print(f"grid step: periodic {STEP:.1f} bohr, open 0.1 bohr")
print(f"isolated slab energy {e_open:.7f} hartree")
print(f"isolated slab dipole P {p_open:.6f} e bohr")
print(f"polarizability alpha {alpha:.4f} bohr^3")
print(f"MAIN CELL L = {L0:.0f} bohr, corrected")
print(f"dipole per area m {m:.7f} e/bohr")
print(f"4 pi m/L {spurious:.7f} hartree/(e bohr)")
print(f"measured field, right vacuum {field_right:.7f} same unit")
print(f"measured field, left vacuum {field_left:.7f} same unit")
print(f"vacuum step {jump:.6f} hartree/e = {jump*HARTREE_EV:.4f} V")
print(f"orbital energy {s['eps']:.6f} hartree")
print(f"work function left {work_left:.6f} hartree")
print(f"work function right {work_right:.6f} hartree")
print(f"electron density at cell edge {edge_density:.1e} bohr^-3")
print(f"periodic energy E_per {s['e_per']:.7f} hartree")
print(f"dipole energy E_d {s['e_dip']:.7f} hartree"
      f" = {s['e_dip']*HARTREE_EV:.5f} eV")
print(f"corrected energy {s['energy']:.7f} hartree")
print(f"band-sum energy {band:.7f} hartree")
print(f"energy change on 1.3 bohr shift"
      f" {moved['energy']-s['energy']:.1e} hartree")
print("FORCE ON RIGHT SHEET, hartree/bohr")
print(f"full potential, analytic {s['force'][1]:.7f}")
print(f"minus slope, energy with half {slope_good:.7f}")
print(f"minus slope, energy without half {slope_double:.7f}")
print(f"half potential, analytic {half['force'][1]:.7f}")
print(f"half potential, minus slope {slope_half:.7f}")
print(f"direct dipole force on sheet {-CHARGE[1]*spurious:.7f}")
print(f"sum of forces, full potential {s['force'].sum():.1e}")
print(f"half potential: energy excess {half_excess:.2e} hartree")
print("ENERGY ERRORS, hartree; DIPOLES, e bohr")
for L, err, pred, dip, dip_pred, rest in rows:
    print(f"L {L:.0f} bohr: uncorrected {err:.7f}, predicted {pred:.7f}")
    print(f"  P uncorrected {dip:.5f}, predicted {dip_pred:.5f}")
    print(f"  error after correction {rest:.1e}")
print(f"POINT CHARGES: side {SIDE:.1f}, gap {GAP:.1f} bohr, q {Q:.1f} e")
print(f"lateral offset {OFFSET[0]:.1f}, {OFFSET[1]:.1f} bohr")
print(f"isolated double layer {layer_open:.8f} hartree")
for length, raw_error, rest, image in layer_rows:
    print(f"L {length:.0f} bohr: uncorrected error {raw_error:.8f} hartree")
    print(f"  corrected {rest:.3e}, image formula {image:.3e} hartree")
print("no test failed")
```

Running it gives:

```
cell area 40.0 bohr^2; electrons per cell 2
sheet charges 1.0, 1.0 e
sheet positions -1.2, 1.2 bohr
charge width 0.8 bohr; well width 1.0 bohr
well depths 0.9, 0.5 hartree
grid step: periodic 0.2 bohr, open 0.1 bohr
isolated slab energy -1.1951182 hartree
isolated slab dipole P 0.703364 e bohr
polarizability alpha 8.1072 bohr^3
MAIN CELL L = 30 bohr, corrected
dipole per area m 0.0175841 e/bohr
4 pi m/L 0.0073656 hartree/(e bohr)
measured field, right vacuum 0.0073656 same unit
measured field, left vacuum 0.0073656 same unit
vacuum step 0.220968 hartree/e = 6.0128 V
orbital energy -0.558170 hartree
work function left 0.663926 hartree
work function right 0.442958 hartree
electron density at cell edge 9.2e-14 bohr^-3
periodic energy E_per -1.1977086 hartree
dipole energy E_d 0.0025903 hartree = 0.07049 eV
corrected energy -1.1951182 hartree
band-sum energy -1.1951182 hartree
energy change on 1.3 bohr shift 4.6e-12 hartree
FORCE ON RIGHT SHEET, hartree/bohr
full potential, analytic -0.2977434
minus slope, energy with half -0.2977433
minus slope, energy without half -0.3003430
half potential, analytic -0.2963434
half potential, minus slope -0.2978492
direct dipole force on sheet -0.0073656
sum of forces, full potential 1.6e-12
half potential: energy excess 5.97e-05 hartree
ENERGY ERRORS, hartree; DIPOLES, e bohr
L 20 bohr: uncorrected -0.0044477, predicted -0.0044525
  P uncorrected 0.80471, predicted 0.80601
  error after correction -1.7e-08
L 30 bohr: uncorrected -0.0028294, predicted -0.0028307
  P uncorrected 0.76811, predicted 0.76862
  error after correction 7.1e-09
L 40 bohr: uncorrected -0.0020744, predicted -0.0020749
  P uncorrected 0.75092, predicted 0.75120
  error after correction 7.1e-09
POINT CHARGES: side 6.0, gap 2.5 bohr, q 1.0 e
lateral offset 1.8, 0.6 bohr
isolated double layer -0.22191193 hartree
L 9 bohr: uncorrected error -0.12127171 hartree
  corrected -6.829e-05, image formula -6.829e-05 hartree
L 12 bohr: uncorrected error -0.09090582 hartree
  corrected -3.250e-06, image formula -3.250e-06 hartree
L 18 bohr: uncorrected error -0.06060172 hartree
  corrected -6.260e-09, image formula -6.260e-09 hartree
no test failed
```
